# A dipole tunnelling among six cubic-axis orientations: levels and polarizability

## The problem

An ion carrying a permanent dipole sits on a site of cubic symmetry in an insulating crystal. The dipole has magnitude $p$ and can point along $+x,-x,+y,-y,+z$ or $-z$. It tunnels between perpendicular orientations.

Use six orthonormal states $|{\pm x}\rangle,|{\pm y}\rangle,|{\pm z}\rangle$, one per orientation. Their common energy is the zero of energy. The matrix element of the Hamiltonian between perpendicular orientations is $-t$, with $t>0$; between opposite orientations it is zero. The dipole operator is diagonal in these states, and along $z$ it is

$$D_z=p\big(|{+z}\rangle\langle{+z}|-|{-z}\rangle\langle{-z}|\big).$$

A static field $F$ acts through $-FD_z$. Here $F$ is the field acting on the dipole, which in a crystal differs from the macroscopic field.

(a) Find the energy levels and their degeneracies.

(b) Find the polarizability $\alpha$ of the ground state, defined by induced dipole $=\alpha F$ for small $F$. Does it depend on the direction of the field?

(c) Up to what field is the response linear?

(d) Evaluate the results for $t=10\ \mu$eV and $p=0.08\ e\,$nm.

## Hints

1. Write the eigenvalue equation for the two amplitudes of one opposite pair. Both have the same four neighbours, so take their sum and their difference.
2. The ground state has no dipole moment, by symmetry. Its energy therefore changes first at order $F^2$, by $-\tfrac12\alpha F^2$.
3. Let $D_z$ act on the ground state and ask which level the result belongs to. A single intermediate state is enough.
4. For (c), a field along $z$ mixes three states. Their secular equation is a cubic that can be expanded in powers of the field.

## Solution

### (a) The levels

Let $a_{j+}$ and $a_{j-}$ be the amplitudes on the two orientations of axis $j=x,y,z$. Each orientation is connected to the four orientations of the other two axes, so

$$E\,a_{j\pm}=-t\sum_{k\neq j}(a_{k+}+a_{k-}).$$

The right-hand side is the same for both signs. Subtracting the two equations gives

$$E\,(a_{j+}-a_{j-})=0 .$$

A state that is odd on one axis and zero elsewhere thus has energy $0$. There are three such states, for example

$$|o_z\rangle=\frac{|{+z}\rangle-|{-z}\rangle}{\sqrt2}.$$

The amplitudes arriving at any neighbour from its two ends cancel, so tunnelling does not shift it.

For the even states, add the two equations. With $S_j=a_{j+}+a_{j-}$ and $\Sigma=S_x+S_y+S_z$,

$$E\,S_j=-2t(\Sigma-S_j)\quad\Longrightarrow\quad (E-2t)\,S_j=-2t\,\Sigma .$$

There are two cases.

- If $\Sigma=0$, a nonzero solution needs $E=2t$. Three numbers with zero sum leave two independent states.
- If $\Sigma\neq0$, all $S_j$ are equal, $S_j=\Sigma/3$. Then $(E-2t)/3=-2t$, so $E=-4t$, with one state.

The levels are therefore

$$-4t\ (\text{one state}),\qquad 0\ (\text{three states}),\qquad 2t\ (\text{two states}).$$

The Hamiltonian has no diagonal elements, so the energies must sum to zero: $-4t+3\cdot0+2\cdot2t=0$.

The ground state is the uniform superposition

$$|g\rangle=\frac{1}{\sqrt6}\sum_{j}\big(|{+j}\rangle+|{-j}\rangle\big).$$

All its amplitudes have the same sign, so each of the four jumps contributes $-t$. For $t<0$ the order would be reversed and the doublet would lie lowest; what follows holds for $t>0$.

### (b) The polarizability

Acting on the ground state,

$$D_z|g\rangle=\frac{p}{\sqrt6}\big(|{+z}\rangle-|{-z}\rangle\big)=\frac{p}{\sqrt6}\,\sqrt2\,|o_z\rangle=\frac{p}{\sqrt3}\,|o_z\rangle .$$

The field connects $|g\rangle$ to one state, which lies $4t$ higher. Second-order perturbation theory gives

$$\Delta E=-\frac{F^2\,p^2/3}{4t}=-\frac{p^2F^2}{12t}.$$

Setting this equal to $-\tfrac12\alpha F^2$ yields

$$\boxed{\alpha=\frac{p^2}{6t}}$$

For a field along a unit vector $\mathbf n$, the ground state is taken to $(p/\sqrt3)(n_x|o_x\rangle+n_y|o_y\rangle+n_z|o_z\rangle)$. The three odd states are orthogonal and have the same energy, so the squared element is $(p^2/3)(n_x^2+n_y^2+n_z^2)=p^2/3$. The linear response is the same in every direction.

A classical dipole free to choose among the six orientations would have a susceptibility growing as $1/T$ on cooling. Tunnelling replaces this growth by a finite value, which is larger the slower the tunnelling.

Direct jumps between opposite orientations are easily added. With matrix element $-s$, $s>0$, even pairs shift by $-s$ and odd pairs by $+s$. The levels become $-4t-s$, $s$ and $2t-s$. The gap is then $4t+2s$, and

$$\alpha=\frac{2p^2/3}{4t+2s}=\frac{p^2}{6t+3s}.$$

For $s=0.1t$ this lowers $\alpha$ to $0.952$ of its value without such jumps.

### (c) The range of linear response

Applying $D_z$ to the odd state gives $D_z|o_z\rangle=p(|{+z}\rangle+|{-z}\rangle)/\sqrt2$. Its overlap with $|g\rangle$ is $p/\sqrt3$. The remainder lies in the upper doublet, along one normalized state $|e\rangle$, with element $p\sqrt{2/3}$, since the squares must add to $p^2$. In the basis $|g\rangle,|o_z\rangle,|e\rangle$, with $u=pF$,

$$H=\begin{pmatrix}-4t&-u/\sqrt3&0\\-u/\sqrt3&0&-u\sqrt{2/3}\\0&-u\sqrt{2/3}&2t\end{pmatrix}.$$

The secular equation is

$$(4t+E)\Big[E(2t-E)+\tfrac23u^2\Big]-\tfrac13u^2(2t-E)=0 .$$

The terms in $u^2$ combine to $\tfrac13u^2(8t+2E-2t+E)=u^2(2t+E)$, so

$$E(4t+E)(2t-E)+u^2(2t+E)=0 .$$

Put $E=-4t+\varepsilon$:

$$-24t^2\varepsilon+10t\varepsilon^2-\varepsilon^3-2tu^2+u^2\varepsilon=0 .$$

At order $u^2$, $\varepsilon=-u^2/(12t)$, as in part (b). At order $u^4$, call the correction $\varepsilon_4$:

$$24t^2\varepsilon_4=10t\,\frac{u^4}{144t^2}-\frac{u^4}{12t}=-\frac{2u^4}{144t}\quad\Longrightarrow\quad\varepsilon_4=-\frac{u^4}{1728\,t^3}.$$

The induced dipole is $-dE/dF=-p\,dE/du$:

$$\mu=p\left[\frac{u}{6t}+\frac{u^3}{432t^3}+\dots\right]=\alpha F\left[1+\frac{u^2}{72t^2}+\dots\right].$$

For a field along a cube axis, the response is linear to within 1% as long as $u^2/(72t^2)$ stays below $0.01$, that is, for fields up to about $0.8\,t/p$. Other directions give a shorter range, as shown below.

Along a cube axis the first correction is positive, so the dipole initially grows slightly faster than the field. The upper doublet is responsible. If $|e\rangle$ is dropped, the remaining two-state problem has $E=-2t-\sqrt{4t^2+u^2/3}$, whose fourth-order term is $+u^4/(576t^3)$; this describes ordinary saturation. The path through $|e\rangle$ adds $-u^4/(432t^3)$ and outweighs it.

In very strong fields the secular equation reduces to $-E^3+u^2E=0$. Its lowest root is $E=-u$, so $\mu\to p$ and the dipole is fully aligned. The growth must therefore turn into saturation.

This series applies to a field along a cube axis. The linear response is isotropic, but the cubic term is not. Along $[111]$ every orientation has projection $\pm p/\sqrt3$, so the square of the dipole operator is $p^2/3$ times the identity and the odd state is sent back to $|g\rangle$ alone. The two-state result is then exact: $\mu=\alpha F/\sqrt{1+u^2/(12t^2)}\approx\alpha F\,[1-u^2/(24t^2)]$. The correction is negative, the 1% limit falls to about $0.5\,t/p$, and the dipole saturates at $p/\sqrt3$. Along $[110]$ the correction is $-u^2/(36t^2)$ and the limit is about $0.6\,t/p$.

### (d) Numbers

The levels are $-40$, $0$ and $20\ \mu$eV. The gap of $40\ \mu$eV corresponds to $0.464$ K, or to a frequency of $9.67$ GHz. The static result therefore requires measuring frequencies far below about 10 GHz.

One electronvolt is $e$ times one volt, so

$$\alpha=\frac{(0.08\ e\,\text{nm})^2}{6\times10^{-5}\ \text{eV}}=106.7\ \frac{e\,\text{nm}^2}{\text{V}}=1.71\times10^{-35}\ \text{C m}^2/\text{V}.$$

Divided by $4\pi\epsilon_0$, this is a volume of about $154$ nm³. The response is large because a small energy, $6t$, stands in the denominator.

The field scale is $F=t/p=1.25$ kV/cm. At $0.1$ kV/cm, which is $10^{-5}$ V/nm, $u/t=0.08$ and the induced dipole is $106.7\times10^{-5}=0.00107\ e\,$nm, little more than one percent of $p$. Diagonalizing the six-state Hamiltonian gives the following ratios of the actual to the linear dipole:

| Field (kV/cm) | $u/t$ | Diagonalized | $1+u^2/(72t^2)$ |
|---|---|---|---|
| 0.1 | 0.08 | 1.0001 | 1.0001 |
| 1 | 0.8 | 1.0083 | 1.0089 |
| 5 | 4 | 0.988 | 1.222 |

At 1 kV/cm the excess over linear response is visible and the series describes it well. At 5 kV/cm the series has failed. The actual dipole is within about 1% of the linear value there, but this is a crossing from excess to saturation, not a sign that the response is still linear.

To obtain the permittivity, take $n=10^{16}$ cm⁻³ defects in a host of permittivity $\epsilon=4.5$. Assume the Lorentz local field, so that the Clausius–Mossotti relation holds:

$$\frac{\epsilon-1}{\epsilon+2}=\frac{X}{3},$$

where $X$ is the sum of density times polarizability over $\epsilon_0$. Differentiating gives $3\,d\epsilon/(\epsilon+2)^2=dX/3$, hence for few defects

$$\Delta\epsilon=\left(\frac{\epsilon+2}{3}\right)^2\frac{n\alpha}{\epsilon_0}=2.167^2\times0.0193=0.091 .$$

The undifferentiated relation gives $0.092$. At this density, and near zero temperature, the defects raise the permittivity by about 2%.

### The model beside a real crystal

Hydroxide ions in potassium chloride are defects of this kind: their dipoles favour the cube axes. The parameters used here are round illustrative values, not a fit to that or any other crystal. In particular, $p=0.08\ e\,$nm (3.8 debye) is about three times the dipole of a free hydroxide ion about its centre of mass, roughly 1.3 debye in Hartree–Fock. A dipole inferred from the applied field already contains the local-field enhancement and must not be multiplied by the Lorentz factor again. The assumption most at risk is the equal energy of the six orientations, because internal strain makes the axes unequal. A strain of $10^{-5}$ with an assumed coupling of order 1 eV shifts an axis by about $10\ \mu$eV, as much as $t$ itself. The second variation shows that this changes the response along the strained axis by tens of percent.

Two other neglected effects are smaller for these numbers. The interaction of two defects at the mean spacing $n^{-1/3}$ is of order

$$\left(\frac{\epsilon+2}{3}\right)^2\frac{p^2n}{4\pi\epsilon_0\epsilon}\approx0.1\ \mu\text{eV},$$

or 0.24% of the gap. Closer pairs interact more strongly.

The dipole can also rock within a well. For a harmonic restoring energy $\tfrac12K\theta^2$, a transverse field turns it by $\theta=pF/K$, which adds $p^2/K$. With rotational constant $B=\hbar^2/2I$ and rocking quantum $W=\hbar\sqrt{K/I}$, one has $K=W^2/(2B)$. Two thirds of the orientations are transverse to a field along a cube axis, so the contribution is $\tfrac23\cdot2p^2B/W^2$. For rough values $B=2.3$ meV and $W=30$ meV this added term is $2\times10^{-4}$ of $\alpha$. Rocking has a larger second effect. Each of the two transverse angles has zero-point spread $\langle\theta^2\rangle=B/W$, so the projection on the axis is about $p(1-B/W)$ and the squared element $p^2/3$ falls by about $2B/W$. The $p$ of the six-state model should therefore be read as this averaged projection. The values of $B$, $W$ and $t$ are also not independent. A rigid rotor with $B=2.3$ meV in a potential proportional to $-(x^4+y^4+z^4)$ has a gap of about 4 meV when $W=30$ meV. It needs $W\approx96$ meV to reach a gap of $40\ \mu$eV, and $\alpha$ is then about 5% below $p^2/(6t)$ evaluated with the full dipole length.

## Variation 1: finite temperature

**Question.** How does the polarizability change when the defect is in thermal equilibrium at temperature $T$?

**Solution.** No level has a first-order shift, because $D_z$ has no matrix elements within a level. Each energy is thus $E_i-\tfrac12\alpha_iF^2$ to second order, and expanding the free energy $-kT\ln\sum_i e^{-E_i(F)/kT}$ gives $\alpha(T)=\sum_iP_i\alpha_i$, with $P_i$ the zero-field Boltzmann probabilities.

- The ground state contributes $\alpha_g=p^2/(6t)$.
- In the triplet, $D_z$ annihilates $|o_x\rangle$ and $|o_y\rangle$. The state $|o_z\rangle$ is pushed up by $|g\rangle$ and down by $|e\rangle$: $-\dfrac{p^2}{6t}+\dfrac{2(2p^2/3)}{2t}=\dfrac{p^2}{2t}$. This is $3\alpha_g$ for the three states together.
- In the doublet, repulsion from $|o_z\rangle$ gives a total of $-\dfrac{2p^2}{3t}=-4\alpha_g$.

With $q_4=e^{-4t/kT}$ and $q_6=e^{-6t/kT}$,

$$\frac{\alpha(T)}{\alpha_g}=\frac{1+3q_4-4q_6}{1+3q_4+2q_6}=1-\frac{6q_6}{1+3q_4+2q_6}.$$

The triplet has the same mean polarizability as the ground state, so populating it changes nothing. The departure from the zero-temperature value is governed by $6t$, the energy of the doublet above the ground state, not by the gap $4t$.

For high temperature, $1+3q_4-4q_6\approx-12t/kT+24t/kT=12t/kT$ and the denominator tends to 6. Then $\alpha(T)\to p^2/(3kT)$, the Curie law.

In the example, $6t/k=1.5\times0.464=0.696$ K. At 0.05 K the ratio is $1.0000$. At 1 K it has fallen to $0.230$, close to the Curie value $0.232$. The zero-temperature formula therefore needs a millikelvin cryostat for this defect; at 1 K it would overestimate the response more than fourfold.

## Variation 2: one axis shifted by strain

**Question.** A strain raises the energy of both $z$ orientations by $d$. Find the zero-temperature polarizabilities along $z$ and $x$.

**Solution.** The ground state is a combination of

$$|Z\rangle=\frac{|{+z}\rangle+|{-z}\rangle}{\sqrt2},\qquad |P\rangle=\tfrac12\big(|{+x}\rangle+|{-x}\rangle+|{+y}\rangle+|{-y}\rangle\big).$$

Their diagonal energies are $d$ and $-2t$, since each in-plane orientation has two in-plane neighbours. Eight jumps connect them, so the off-diagonal element is $-8t/(2\sqrt2)=-2\sqrt2\,t$. The lower root and its weight $w$ on $|Z\rangle$ are

$$E_0=\frac d2-t-R,\qquad R=\sqrt{\Big(\frac d2+t\Big)^2+8t^2},\qquad w=\frac12\left(1-\frac{d/2+t}{R}\right).$$

A field along $z$ leads to $|o_z\rangle$, at energy $d$, with squared element $p^2w$. A field along $x$ leads to $|o_x\rangle$, at energy $0$, with squared element $p^2(1-w)/2$. Hence

$$\alpha_{zz}=\frac{2p^2w}{d-E_0},\qquad \alpha_{xx}=\alpha_{yy}=\frac{p^2(1-w)}{-E_0}.$$

For $d=0$, $R=3t$ and $w=\tfrac13$, and both reduce to $p^2/(6t)$. For small $d$, $E_0\approx-4t+d/3$ and $w\approx\tfrac13-2d/(27t)$. The relative changes are then $-7d/(18t)$ along $z$ and $+7d/(36t)$ along each of $x$ and $y$. Their sum vanishes, so the average over the axes has no linear term.

With $t$ fixed at $10\ \mu$eV, the ratios to the unstrained value are:

| $d$ ($\mu$eV) | Along $z$ | Along $x$ | Axis average |
|---|---|---|---|
| $+10$ | 0.678 | 1.190 | 1.020 |
| $-10$ | 1.469 | 0.806 | 1.027 |

A crystal whose defects are strained equally often along $x$, $y$ and $z$, with shifts of this size, would thus show a mean response only 2–3% above the ideal one, although each defect is strongly anisotropic. This estimate assumes one shifted axis per defect. If all three axes are shifted independently, or the shifts are broadly distributed, the excess can be larger.

This near-cancellation does not survive strong strain. For large negative $d$ the dipole is confined to the $z$ pair and reverses by passing through the other orientations. Then $w\to1$ and $d-E_0\approx8t^2/|d|$, so $\alpha_{zz}\approx p^2|d|/(4t^2)$, which grows without limit in this model. With such slow reversal, even a weak field or a low temperature can end the linear zero-temperature regime.

The numerical output below lists the main computed values; the minus sign printed there before the zero level is a rounding effect.

## Computed values

```
tunnelling amplitude t = 10.0 microeV
dipole p = 0.080 e nm
dipole p = 3.84 debye
level -40.0 microeV, states: 1
level -0.0 microeV, states: 3
level 20.0 microeV, states: 2
squared dipole element to triplet = 0.3333 p^2
gap 4t = 40.0 microeV
gap 4t/k = 0.464 K
gap 4t/h = 9.67 GHz
polarizability = 106.7 e nm^2/V
polarizability, SI = 1.709e-35 C m^2/V
polarizability volume = 153.6 nm^3
field where pE = t: 1.25 kV/cm
field 0.1 kV/cm: pE/t = 0.080
  linear dipole = 0.001067 e nm
  diagonalized dipole = 0.001067 e nm
  diagonalized/linear = 1.00009
  cubic-order ratio = 1.00009
field 1.0 kV/cm: pE/t = 0.800
  linear dipole = 0.010667 e nm
  diagonalized dipole = 0.010755 e nm
  diagonalized/linear = 1.00830
  cubic-order ratio = 1.00889
field 5.0 kV/cm: pE/t = 4.000
  linear dipole = 0.053333 e nm
  diagonalized dipole = 0.052717 e nm
  diagonalized/linear = 0.98844
  cubic-order ratio = 1.22222
fourth-order coefficient = -5.7820e-04 u^4/t^3
host permittivity = 4.5
defect concentration = 1.0e+16 cm^-3
local-field factor (eps+2)/3 = 2.167
n alpha/eps0 = 0.0193
permittivity rise, dilute = 0.0906
permittivity rise, full relation = 0.0919
T = 0.05 K: alpha(T)/alpha(0) = 1.0000
T = 1.00 K: alpha(T)/alpha(0) = 0.2298
Curie law at 1 K / alpha(0) = 0.2321
180-degree jumps s = 0.1t: alpha ratio = 0.9524
strain shift +10.0 microeV on z pair:
  alpha_zz ratio = 0.678, alpha_xx ratio = 1.190
  axis-averaged ratio = 1.020
strain shift -10.0 microeV on z pair:
  alpha_zz ratio = 1.469, alpha_xx ratio = 0.806
  axis-averaged ratio = 1.027
defect interaction = 0.096 microeV
defect interaction / gap = 0.00240
rocking: B = 2.3 meV, quantum W = 30.0 meV
rocking polarizability / alpha = 2.04e-04
```
